# Herring–Vogt Valley Shift from Two Deformation Potentials under Arbitrary Small Strain

**Q.** A strained crystal has six independent strain components, and each conduction valley may respond to all of them. You want to describe the shift of a valley edge with a few constants and first-order perturbation theory. I doubt the second part already. Far from the origin the atoms move by many lattice constants, however small the strain. How can that be a small perturbation?

**A.** In the original coordinates it is not small. It becomes small in coordinates attached to the lattice. Let the displacement gradient be uniform,

$$F=\varepsilon+\omega,\qquad \varepsilon_{ij}=\tfrac12(F_{ij}+F_{ji}),\qquad \omega_{ij}=\tfrac12(F_{ij}-F_{ji}).$$

Here $\varepsilon$ is the tensor strain, positive for extension. Its shear component $\varepsilon_{xy}$ is half the engineering shear. A lattice vector $\mathbf R$ becomes $(1+F)\mathbf R$. Write the position as $\mathbf x=(1+F)\mathbf x'$. If $U_F(\mathbf x)$ is the potential energy of an electron in the strained crystal, then

$$V_F(\mathbf x')=U_F\big((1+F)\mathbf x'\big)$$

has the periods $\mathbf R$ of the unstrained crystal. The strained and unstrained potentials can now be compared cell by cell. For a smooth potential, such as a pseudopotential, their difference is small everywhere, and I assume such a potential here. The bare attraction of a nucleus is singular, and close to the nucleus the difference would not be small. I take one electron in a static, spin-independent potential, so spin-orbit coupling is left out. Since $U$ is an energy, the charge $e$ does not appear separately.

**Q.** You have moved the difficulty into the kinetic energy. What happens there?

**A.** The chain rule gives

$$\frac{\partial}{\partial x_i}=\frac{\partial x'_j}{\partial x_i}\frac{\partial}{\partial x'_j}=\big[(1+F)^{-1}\big]_{ji}\frac{\partial}{\partial x'_j},$$

with summation over repeated indices. Hence

$$p^2=p'_j\big[(1+F)^{-1}(1+F)^{-T}\big]_{jk}p'_k .$$

To first order $(1+F)^{-1}=1-F$, so the bracket is

$$(1-F)(1-F^T)=1-F-F^T+O(F^2)=1-2\varepsilon+O(F^2).$$

The kinetic energy becomes

$$\frac{p^2}{2m}=\frac{p'^2}{2m}-\frac{1}{m}\varepsilon_{ij}\,p'_ip'_j+O(F^2).$$

The factor 2 from $F+F^T=2\varepsilon$ cancels the 2 in $2m$. The minus sign says that stretching a wave lowers its kinetic energy.

The potential also has a linear term. Under a pure infinitesimal rotation the potential turns rigidly with the crystal, $U_\omega(\mathbf x)=U_0((1+\omega)^{-1}\mathbf x)$, and therefore $V_\omega(\mathbf x')=U_0(\mathbf x')$. The linear term thus contains $\varepsilon$ but not $\omega$:

$$V_F=V_0+\varepsilon_{ij}V_{ij}+O(F^2).$$

Dropping the primes on operators, we have

$$H=H_0+\varepsilon_{ij}\left(-\frac{p_ip_j}{m}+V_{ij}\right)+O(F^2).$$

The function $V_{ij}(\mathbf x')$ contains every first-order change of the potential: the distorted atomic arrangement, the response of the electrons, and any displacement of one sublattice against the other.

**Q.** And which wave vector do you hold fixed when you compare energies?

**A.** A Bloch function of physical wave vector $\mathbf k$ gains the phase $\mathbf k\cdot(1+F)\mathbf R$ across a strained lattice vector. In the new coordinates this phase is $\mathbf k'\cdot\mathbf R$, with

$$\mathbf k'=(1+F)^T\mathbf k .$$

The perturbation has the lattice period in $\mathbf x'$, so it couples states of equal $\mathbf k'$. Holding $\mathbf k'$ fixed is therefore the natural comparison. For a nondegenerate state $\psi$ at $\mathbf k'=\mathbf k_0$, first-order perturbation theory gives

$$\Delta E=D_{ij}\varepsilon_{ij},\qquad D_{ij}=-\frac{\langle p_ip_j\rangle}{m}+\langle V_{ij}\rangle .\tag{1}$$

A constant potential checks the kinetic term. For a single plane wave, (1) gives $\Delta E=-\hbar^2(\mathbf k_0\cdot\varepsilon\cdot\mathbf k_0)/m$. Directly, $\mathbf k=(1-F^T)\mathbf k_0$ to first order, and $\hbar^2k^2/2m$ changes by $-\hbar^2(\mathbf k_0\cdot F^T\mathbf k_0)/m$. The antisymmetric part of $F$ cancels in this product, so the two agree.

**Q.** But the valley edge is a minimum, and strain moves the minimum. You have computed the shift at the old place.

**A.** That suffices at first order. Let $\boldsymbol\kappa=\mathbf k'-\mathbf k_0$, let $A_{ab}$ be the positive definite matrix of second derivatives of the unstrained energy, and let

$$g_a=\varepsilon_{ij}\,\frac{\partial D_{ij}}{\partial k'_a}\bigg|_{\mathbf k_0}.$$

Near the valley

$$E=E_0+\varepsilon_{ij}D_{ij}+g_a\kappa_a+\tfrac12A_{ab}\kappa_a\kappa_b+\dots$$

There is no strain-independent term linear in $\boldsymbol\kappa$, because $\mathbf k_0$ is a minimum. The new minimum satisfies $A\boldsymbol\kappa=-\mathbf g$, so $\boldsymbol\kappa=-A^{-1}\mathbf g$ is of order $\varepsilon$. Inserting it,

$$g_a\kappa_a+\tfrac12A_{ab}\kappa_a\kappa_b=-\mathbf g A^{-1}\mathbf g+\tfrac12\mathbf gA^{-1}\mathbf g=-\tfrac12\mathbf gA^{-1}\mathbf g .$$

This is of order $\varepsilon^2$. For a valley at the zone-boundary point L, $\boldsymbol\kappa$ vanishes. Time reversal gives $E(\mathbf k')=E(-\mathbf k')$, and $-\mathbf k_L$ differs from $\mathbf k_L$ by a reciprocal lattice vector. The slope at L therefore remains zero under strain.

**Q.** So far $D$ is a symmetric tensor with six components for each valley. Where do the others go?

**A.** They are removed by the symmetry of the axis on which the valley lies. Let $R$ be the rotation or reflection part of an operation of the unstrained cubic crystal. A crystal with strain $R\varepsilon R^T$ is the crystal with strain $\varepsilon$, rotated or reflected. Therefore

$$E(R\mathbf k',R\varepsilon R^T)=E(\mathbf k',\varepsilon).$$

This holds if the sublattice displacement and the zero of energy follow the strain by a rule that respects the cubic symmetry. If $R\mathbf k_0=\mathbf k_0$, comparison of the linear terms gives, for any vectors $\mathbf u,\mathbf v$,

$$D(R\mathbf u,R\mathbf v)=D(\mathbf u,\mathbf v),\qquad D(\mathbf u,\mathbf v)\equiv u_iD_{ij}v_j .$$

Take a $\Delta$ valley on the $z$ axis and the quarter turn $x\to y$, $y\to-x$. Then

$$D_{xx}=D_{yy},\qquad D_{xy}=D(y,-x)=-D_{xy}=0,$$

$$D_{xz}=D_{yz},\qquad D_{yz}=D(-x,z)=-D_{xz}.$$

The last two equations give $D_{xz}=D_{yz}=0$. Two constants remain, $D_{xx}=D_{yy}$ and $D_{zz}$.

**Q.** A quarter turn is strong. The L valley has a threefold axis. Why should a third of a turn be enough?

**A.** Let $\mathbf n$ be the unit vector along [111], and let $\mathbf t_1,\mathbf t_2$ be perpendicular unit vectors normal to it. The transverse part of $D\mathbf n$ must be unchanged by a turn of 120°. No nonzero transverse vector has that property, so the mixed components vanish. For the transverse block write $a=D_{11}$, $b=D_{22}$, $c=D_{12}$. With

$$R\mathbf t_1=-\tfrac12\mathbf t_1+\tfrac{\sqrt3}{2}\mathbf t_2,\qquad R\mathbf t_2=-\tfrac{\sqrt3}{2}\mathbf t_1-\tfrac12\mathbf t_2,$$

the invariance of $D_{11}$ and $D_{12}$ reads

$$a=\tfrac14a+\tfrac34b-\tfrac{\sqrt3}{2}c,\qquad c=\tfrac{\sqrt3}{4}(a-b)-\tfrac12c .$$

The first equation gives $c=\tfrac{\sqrt3}{2}(b-a)$, the second $c=-\tfrac{\sqrt3}{6}(b-a)$. Both hold only if $b=a$, and then $c=0$. The transverse block is isotropic here too.

In both cases, with $D_\perp$ the transverse and $D_\parallel$ the axial component,

$$D_{ij}=D_\perp(\delta_{ij}-n_in_j)+D_\parallel n_in_j=D_\perp\delta_{ij}+(D_\parallel-D_\perp)n_in_j .$$

Define $\Xi_d=D_\perp$ and $\Xi_u=D_\parallel-D_\perp$. Contraction with the strain gives the Herring–Vogt shift

$$\boxed{\Delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n+O(\varepsilon^2)}\tag{2}$$

Operations that carry one valley into another carry $D$ with it, so all equivalent valleys share the same two constants. For the $\Delta$ valleys on the $x$ axis, $\mathbf n\cdot\varepsilon\cdot\mathbf n=\varepsilon_{xx}$, and cyclically for $y$ and $z$. For an L valley with $\mathbf n=(s_x,s_y,s_z)/\sqrt3$ and $s_i=\pm1$,

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac13\mathrm{Tr}\,\varepsilon+\tfrac23\left(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}\right).$$

The off-diagonal components $\varepsilon_{xy},\varepsilon_{yz},\varepsilon_{zx}$ in the cubic axes therefore split the L valleys at first order, but not the $\Delta$ valleys. A traceless diagonal strain such as $\varepsilon_{xx}=-\varepsilon_{yy}$ does the reverse: it splits the $\Delta$ valleys and leaves the L valleys unshifted.

**Q.** Would any symmetry axis have done?

**A.** No. A [110] axis has a half turn and two mirror planes. They forbid off-diagonal components between [110], [001] and $[1\bar10]$, but nothing relates the two transverse directions. Three constants remain. Averaging over the cubic operations that keep each axis confirms the count: 2 for [001], 2 for [111], 3 for [110].

**Q.** The constant $\Xi_d$ is called dilatational. Is it then the shift per unit of volume change?

**A.** Not by itself. Separate the volume change from the rest, $\varepsilon=\tfrac13(\mathrm{Tr}\,\varepsilon)\,1+\tilde\varepsilon$ with $\mathrm{Tr}\,\tilde\varepsilon=0$. Then (2) becomes

$$\Delta E_{\mathbf n}=\left(\Xi_d+\tfrac13\Xi_u\right)\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\tilde\varepsilon\cdot\mathbf n .\tag{3}$$

For equal extension in all directions, the shift per unit of relative volume change is $\Xi_d+\Xi_u/3$. Per unit of extension it is three times as large, because the trace counts all three directions. The constant $\Xi_d$ alone is the response to extension along one direction normal to the valley axis. Extension $\eta$ along the axis, with no transverse strain, gives $(\Xi_d+\Xi_u)\eta$.

The first term of (3) is also the mean shift of equivalent valleys. The average of $n_in_j$ is $\delta_{ij}/3$ over the three $\Delta$ axes. It has the same value over the four L axes, because the products $s_is_j$ with $i\ne j$ sum to zero.

**Q.** Shift relative to what? You can add a constant to the potential of the strained crystal.

**A.** Yes, and a zero of energy must be chosen for every strain. Suppose another choice adds $c_{ij}\varepsilon_{ij}$ to all levels. If it respects the cubic symmetry, $c_{ij}$ must be invariant under all cubic operations, including quarter turns about all three axes. Hence $c_{ij}=c\,\delta_{ij}$, and the change is

$$\Xi_d\to\Xi_d+c,\qquad \Xi_u\to\Xi_u .$$

Splittings between equivalent valleys do not depend on the choice. The difference of $\Xi_d$ between $\Delta$ and L does not either, since $c$ is common to both. A value of $\Xi_d$ alone has meaning only with its reference. In the numbers below, the mean crystal potential is held at zero.

**Q.** I would like to see this in a crystal whose bands are computed without your tensor argument.

**A.** Take a model crystal of diamond structure with lattice constant $a=5.40$ Å and a smooth local pseudopotential. Its form factors are $-3.000$, $0.733$ and $0.962$ eV at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$. The parameters are chosen round and represent no measured material. The form factors are values of the smooth function

$$v(x)=\frac{0.75\,(x-7)}{e^{1.5(x-10.5)}+1}\ \text{eV},$$

where $x$ is the squared reciprocal vector in the same fixed units. The whole function is needed, because strain changes the lengths of the reciprocal vectors. A relative shift of the sublattices also brings in the components at 4 and 12, which cancel between the two atoms of the unstrained cell. In the strained crystal $v$ is divided by the relative cell volume $\det(1+F)$. In addition to the uniform strain, the sublattice displaced by $(a/4)(1,1,1)$ from the other shifts relative to it by

$$\mathbf u=-\zeta\,\frac a2\,(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy}),\qquad \zeta=0.50 .$$

The basis is a fixed set of about 90 plane waves and counts as part of the model.

The model has conduction valleys on the $\Delta$ axes at $0.854\,(2\pi/a)$, with longitudinal mass $0.901\,m$ and transverse mass $0.188\,m$. The L valleys lie 1.10 eV higher. Their curvature is positive along and across the axis, so they too are minima. Evaluating (1) in the unstrained states gives:

| valley | $\Xi_d$ (eV) | $\Xi_u$ (eV) |
|---|---:|---:|
| $\Delta$ | $-9.859$ | $9.825$ |
| L | $-14.757$ | $14.020$ |

The tensors have the two-constant form within the tolerance of the test. For L the components along the cubic axes are $D_{xx}=-10.084$ eV and $D_{xy}=4.673$ eV. The second equals $\Xi_u/3$, and the first is $-14.757+4.673$ eV, as (2) requires.

The axial response of the $\Delta$ valley, $\Xi_d+\Xi_u=-0.034$ eV, is nearly zero. This has no absolute meaning, because a different energy reference would add $c$ to it.

**Q.** Could you have guessed $\Xi_u$ from a single plane wave at the valley?

**A.** Not here. For a single plane wave $\Xi_d=0$ and $\Xi_u=-\hbar^2k_0^2/m$. With $\hbar^2(2\pi/a)^2/2m=5.158$ eV this would be

$$-2\times5.158\times0.854^2\ \text{eV}\approx-7.5\ \text{eV},$$

which has the wrong sign. The valley state mixes plane waves of several directions, and the potential term in (1) contributes as well.

**Q.** Now an arbitrary strain, please, not one along an axis.

**A.** Take, in units of $10^{-3}$,

$$\varepsilon_{xx}=2.0,\quad \varepsilon_{yy}=-1.0,\quad \varepsilon_{zz}=0.5,\quad \varepsilon_{xy}=0.4,\quad \varepsilon_{yz}=-0.3,\quad \varepsilon_{zx}=0.6,$$

together with a rotation $\omega_{xy}=0.5$, $\omega_{yz}=0.2$, $\omega_{zx}=0.3$. The trace is $1.5$. For the $\Delta$ pair on the $x$ axis,

$$\Delta E_x=(-9.859)(1.5)+(9.825)(2.0)=-14.79+19.65=4.86\ \text{meV},$$

because eV times $10^{-3}$ is meV. For the L valley along [111],

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac13\left[1.5+2(0.4-0.3+0.6)\right]=0.967,$$

$$\Delta E_{111}=(-14.757)(1.5)+(14.020)(0.967)=-8.58\ \text{meV}.$$

The other side of the comparison diagonalizes the strained Hamiltonian. For $\Delta$ it also searches for the displaced minimum.

| valley | formula (meV) | diagonalized (meV) |
|---|---:|---:|
| $\Delta$, $x$ | $4.86$ | $4.71$ |
| $\Delta$, $y$ | $-24.61$ | $-24.80$ |
| $\Delta$, $z$ | $-9.88$ | $-9.93$ |
| L, $[111]$ | $-8.58$ | $-8.68$ |
| L, $[\bar111]$ | $-27.28$ | $-27.44$ |
| L, $[1\bar11]$ | $-10.45$ | $-10.58$ |
| L, $[11\bar1]$ | $-14.19$ | $-14.36$ |

The mean $\Delta$ shift by formula is $-9.88$ meV. It coincides with the $z$ shift because this strain has $\varepsilon_{zz}=\mathrm{Tr}\,\varepsilon/3$.

**Q.** The columns differ by up to 0.2 meV. How do I know that this is not an error in your linear coefficient?

**A.** By its dependence on the size of the strain. The largest $\Delta$ remainder, for the $y$ pair, is $-0.191$ meV. At half the strain it is $-0.048$ meV. The ratio is 3.95, close to the 4 of a quadratic term, whereas a wrong linear coefficient would tend to a ratio of 2 at small strain.

A sharper test uses one tenth of the strain with both signs. In $[\Delta E(+)-\Delta E(-)]/2$ all even powers cancel. What remains differs from the formula by at most 6 neV for $\Delta$ and 2 neV for L, while the largest linear $\Delta$ shift at that strain is 2.46 meV.

**Q.** And does the two-constant form really fail on a [110] line, or is that a formal possibility?

**A.** It fails in this model. For the fifth-band state at $(0.5,0.5,0)\,(2\pi/a)$ the response at fixed $\mathbf k'$ is $-1.14$ eV for extension along [001] and $-13.20$ eV for extension along $[1\bar10]$. Both directions are normal to the axis, so (2) would require equal numbers. This state need not be a valley minimum, because (1) holds for any nondegenerate state at fixed $\mathbf k'$. It serves to show that the symmetry condition on the axis has consequences.

**Q.** You said an off-diagonal strain such as $\varepsilon_{xy}$ does nothing to the $\Delta$ valleys at first order. What does it do at second order?

**A.** Put $\varepsilon_{xy}=\varepsilon_{yx}=s$ and consider the valley on the $z$ axis. The quarter-turn argument gives $D_{xy}=0$ at every nondegenerate point of this axis, so $s$ causes no linear slope along $z$. A half turn about $z$ leaves $s$ unchanged and reverses $k'_x$ and $k'_y$, so there is no transverse slope. The minimum moves by $O(s^2)$ at most, which changes the energy by $O(s^4)$. With $H=H_0+sH_1+s^2H_2+\dots$ and valley state $c$, second-order perturbation theory gives

$$\Delta E=s^2\left[\langle c|H_2|c\rangle+\sum_{n\ne c}\frac{|\langle n|H_1|c\rangle|^2}{E_c-E_n}\right]+O(s^3).$$

The bracket is $-444$ eV, and following the minimum in the sheared crystal gives the same value. The next band lies $g=0.514$ eV above the valley state and couples to it with $w=14.89$ eV per unit $s$. Its part is

$$-\frac{w^2}{g}=-\frac{14.894^2}{0.5138}\ \text{eV}\approx-432\ \text{eV},$$

which is 97 % of the total.

By symmetry the same coefficient multiplies $\varepsilon_{zx}^2$ for the $y$ pair. In the example this gives $-444\times(0.6\times10^{-3})^2$ eV $=-0.16$ meV, most of the remainder of $-0.19$ meV. For the $x$ pair the corresponding term is $-0.04$ meV out of $-0.15$ meV, so other quadratic terms dominate there. I have not separated them.

**Q.** Then at what shear should I stop trusting the linear formula?

**A.** Stay first at the unstrained valley position $\mathbf k'=\mathbf k_0$, keep the two close bands and treat their coupling without expansion. The lower level there is

$$E=E_c+\frac g2-\sqrt{\frac{g^2}{4}+w^2s^2}\;\approx\;E_c-\frac{w^2s^2}{g}\qquad(w|s|\ll g/2).$$

The condition reads $|s|\ll g/2w=0.514/(2\times14.89)\approx0.017$. The linear formula, which gives no shift for this shear, fails earlier. Its error is about $444\,s^2$ eV and reaches 1 meV at $|s|\approx0.0015$. Near a tensor shear of 1.7 % the quadratic expansion at fixed $\mathbf k'$ is no longer adequate either. The two-level formula does not give the valley edge at such a shear, because the minimum has moved away from $\mathbf k_0$ and lies lower. Even at small shear it does not improve on the quadratic law for the edge: its next term, $+w^4s^4/g^3$, is of the same order $s^4$ as the lowering from the displaced minimum and has the opposite sign. There one must search for the minimum in the sheared crystal. If $g$ tends to zero while $w$ stays finite, the range of validity for this shear shrinks to nothing. At a degeneracy the strain matrix must be diagonalized within the degenerate states. That is why (2) was derived for a nondegenerate valley.

**Q.** Suppose the crystal is stretched in a plane rather than sheared. Does the formula survive there?

**A.** Let $\varepsilon_{xx}=\varepsilon_{yy}=5.0\times10^{-3}$ and $\varepsilon_{zz}=-4.0\times10^{-3}$, without shear. The $\Xi_d$ terms are equal for all pairs and cancel in the difference:

$$E_z-E_x=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})=9.825\times(-9.0)\ \text{meV}=-88.4\ \text{meV}.$$

The displaced minima of the strained model differ by $-88.8$ meV, so the linear result is off by about 0.4 % of the splitting.

In-plane tension thus lowers the $z$ pair below the other two, since $\Xi_u>0$. In thermal equilibrium its share of the conduction electrons grows. It holds nearly all of them only if the splitting is large compared with $k_BT$ and the Fermi level lies well below the edges of the other pairs. For motion in the $xy$ plane the $z$ pair presents its transverse mass, $0.188\,m$ before strain, in both directions. Each of the other pairs has the heavy mass, $0.901\,m$, along one in-plane direction. Formula (2) supplies the valley energies for such a transport calculation, but not the strain dependence of the masses or the scattering rates. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
lattice constant a = 5.40 angstrom
kinetic unit hbar^2 (2pi/a)^2/(2m) = 5.1582 eV
form factors at G^2 = 3, 8, 11 (2pi/a)^2: -3.000 0.733 0.962 eV
internal displacement parameter zeta = 0.50
plane waves: Delta 92, L 90; cutoff 20.3 (2pi/a)^2
invariant constants for axes [001], [111], [110]: 2 2 3
Delta minimum at k = 0.8541 (2pi/a)
L energy minus Delta energy = 1.0981 eV
Delta masses: longitudinal 0.901, transverse 0.188 m
L masses: longitudinal 1.645, transverse 0.122 m
Delta response D_xx, D_yy, D_zz = -9.8593, -9.8593, -0.0344 eV
Delta: Xi_d = -9.8593 eV, Xi_u = 9.8249 eV
L response D_xx, D_xy = -10.0839, 4.6734 eV
L: Xi_d = -14.7573 eV, Xi_u = 14.0201 eV
[110]-line state at k = (0.5,0.5,0): response along [001] -1.141 eV, along [1-10] -13.204 eV
strain xx, yy, zz, xy, yz, zx (1e-3): 2.0 -1.0 0.5 0.4 -0.3 0.6
rotation F_antisym xy, yz, zx (1e-3): 0.5 0.2 0.3
trace of strain = 1.50 (1e-3)
Delta x pair: formula 4.861 meV, diagonalized 4.714 meV
Delta y pair: formula -24.614 meV, diagonalized -24.805 meV
Delta z pair: formula -9.876 meV, diagonalized -9.932 meV
mean Delta shift by formula = -9.876 meV
L axis [1, 1, 1]: n.eps.n = 0.9667 (1e-3), formula -8.583 meV, diagonalized -8.675 meV
L axis [-1, 1, 1]: n.eps.n = -0.3667 (1e-3), formula -27.277 meV, diagonalized -27.438 meV
L axis [1, -1, 1]: n.eps.n = 0.8333 (1e-3), formula -10.452 meV, diagonalized -10.578 meV
L axis [1, 1, -1]: n.eps.n = 0.5667 (1e-3), formula -14.191 meV, diagonalized -14.356 meV
largest Delta remainder: valley y, full strain -0.1908 meV, half strain -0.0483 meV
remainder ratio full/half = 3.950
largest error of odd part at 0.1 strain: Delta 5.66 neV, L 1.63 neV
z valley, coefficient of eps_xy^2: tracked -443.94 eV, perturbation sum -443.94 eV
next band: gap 0.5138 eV, coupling per eps_xy 14.894 eV, its part -431.73 eV
biaxial strain: in plane 5.0, normal -4.0 (1e-3)
biaxial E_z - E_x: formula -88.42 meV, diagonalized -88.76 meV
```
